# Weinert's pseudocharge method for the full-potential Poisson equation

A full-potential calculation needs a plane-wave cutoff for its electrostatic potential. If the nuclei and core electrons set that cutoff, convergence is very slow. If the smooth density between the atoms sets it, a few thousand waves may do. Which case applies depends on how the Poisson equation is solved. The method derived here also needs two smaller choices: the shape of an auxiliary charge and the number of angular harmonics.

## What goes wrong with a direct Fourier solution

Consider a neutral periodic cell of volume \(\Omega\), in Hartree atomic units. Let \(n\) be the electron number density and define
\[
\rho(\mathbf r)=n(\mathbf r)-\sum_a Z_a\delta(\mathbf r-\boldsymbol\tau_a),\qquad \nabla^2v=-4\pi\rho .
\]
With this sign, \(v\) is the Coulomb potential energy of an electron: electrons raise it and nuclei lower it. Writing \(\rho=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\) gives \(v_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2\) for \(G\neq0\).

For one nucleus, \(|\rho_{\mathbf G}|=Z/\Omega\) at every \(\mathbf G\). There are \(\Omega G^2dG/(2\pi^2)\) reciprocal vectors in a shell, so by Parseval's theorem the mean square error over the cell from waves beyond \(G_{\max}\) is
\[
\int_{G_{\max}}^\infty\frac{\Omega G^2dG}{2\pi^2}\left(\frac{4\pi Z}{\Omega G^2}\right)^2=\frac{8Z^2}{\Omega G_{\max}} .
\]
The rms error falls only as \(G_{\max}^{-1/2}\). The trouble comes from small regions where the charge is sharp, and there a radial mesh is the better tool.

So surround each nucleus by a sphere of radius \(R\), with no two spheres overlapping. Between the spheres, \(n=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\) with few waves. Inside, with \(\mathbf s=\mathbf r-\boldsymbol\tau\), \(n=\sum_{lm}n_{lm}(s)Y_{lm}(\hat{\mathbf s})\), where the \(Y_{lm}\) are real harmonics. What remains is to couple the two regions.

## What the outside can know about a sphere

For \(s>s'\), the Laplace expansion is
\[
\frac1{|\mathbf s-\mathbf s'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{s'^l}{s^{l+1}}Y_{lm}(\hat{\mathbf s})Y_{lm}(\hat{\mathbf s}') .
\]
The charge in a sphere therefore acts outside it through its multipoles alone,
\[
q_{lm}=\int_{s<R}s^lY_{lm}(\hat{\mathbf s})\rho\,d^3s
=\int_0^R s^{l+2}n_{lm}(s)\,ds-\frac{Z}{\sqrt{4\pi}}\delta_{l0}.
\]

Let \(\tilde\rho\) equal \(\rho\) between the spheres and have the same multipoles in each sphere. The difference \(\rho-\tilde\rho\) then produces a potential \(w\) that vanishes outside the spheres. Summing these localized potentials over the lattice poses no convergence problem. If \(\tilde v\) is a periodic solution for \(\tilde\rho\), then \(\tilde v+w\) solves the original equation. Two periodic solutions differ by a periodic harmonic function, which is a constant. Hence \(v=\tilde v\) outside the spheres, up to one constant, and \(\tilde\rho\) may be chosen as smooth as we like.

The plane-wave density already extends into the spheres, where it has no physical meaning but does have multipoles. These must be subtracted. The Rayleigh expansion is
\[
e^{i\mathbf G\cdot\mathbf r}=4\pi e^{i\mathbf G\cdot\boldsymbol\tau}\sum_{lm}i^lj_l(Gs)Y_{lm}(\hat{\mathbf G})Y_{lm}(\hat{\mathbf s}),
\]
and \(\frac{d}{dx}[x^{l+2}j_{l+1}(x)]=x^{l+2}j_l(x)\) gives \(\int_0^Rs^{l+2}j_l(Gs)ds=R^{l+3}j_{l+1}(GR)/(GR)\). Thus
\[
q^{\rm PW}_{lm}=4\pi i^lR^{l+3}\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}Y_{lm}(\hat{\mathbf G})\frac{j_{l+1}(GR)}{GR}.
\]
At \(G=0\) the last ratio is \(1/3\) for \(l=0\) and zero otherwise. The added pseudocharge must carry
\[
\Delta q_{lm}=q_{lm}-q^{\rm PW}_{lm}.
\]

## A pseudocharge with a short Fourier series

A density that ends abruptly at \(R\) would bring back a slow series. Weinert's shape goes to zero there with adjustable smoothness:
\[
A_{lm}s^l\left(1-\frac{s^2}{R^2}\right)^NY_{lm}(\hat{\mathbf s}),\qquad s<R .
\]
Its transform requires, with \(t=s/R\) and \(x=GR\),
\[
I_{l,N}(x)=\int_0^1t^{l+2}(1-t^2)^Nj_l(xt)\,dt .
\]
Since \(t^{l+2}j_l(xt)=x^{-1}\frac{d}{dt}[t^{l+2}j_{l+1}(xt)]\), integration by parts for \(N\ge1\) has no boundary term. The derivative of \((1-t^2)^N\) is \(-2Nt(1-t^2)^{N-1}\), so
\[
I_{l,N}=\frac{2N}{x}I_{l+1,N-1}.
\]
Repeating this \(N\) times and using \(I_{l+N,0}=j_{l+N+1}(x)/x\),
\[
I_{l,N}(x)=2^NN!\,\frac{j_{l+N+1}(x)}{x^{N+1}} .
\]

The same formula supplies the normalization. For small \(x\), \(j_l(x)\simeq x^l/(2l+1)!!\). Equating the coefficients of \(x^l\) on the two sides gives
\[
M_{l,N}=\int_0^1t^{2l+2}(1-t^2)^Ndt=2^NN!\frac{(2l+1)!!}{(2l+2N+3)!!}.
\]
The multipole of the shape is \(A_{lm}R^{2l+3}M_{l,N}\), so \(A_{lm}=\Delta q_{lm}/(R^{2l+3}M_{l,N})\). Its Fourier coefficient is \(\Omega^{-1}\int e^{-i\mathbf G\cdot\mathbf r}(\cdots)d^3r=(4\pi/\Omega)(-i)^le^{-i\mathbf G\cdot\boldsymbol\tau}Y_{lm}(\hat{\mathbf G})A_{lm}R^{l+3}I_{l,N}\). The factor \(2^NN!\) cancels, leaving
\[
\tilde\rho_{\mathbf G}=n_{\mathbf G}+\frac{4\pi}{\Omega}\sum_{a,lm}(-i)^le^{-i\mathbf G\cdot\boldsymbol\tau_a}\frac{(2l+2N_a+3)!!}{(2l+1)!!}\frac{j_{l+N_a+1}(GR_a)}{(GR_a)^{N_a+1}R_a^l}\Delta q^a_{lm}Y_{lm}(\hat{\mathbf G}).
\]
At \(G=0\) this is the total charge divided by \(\Omega\), which is zero for a neutral cell. The potential follows from \(\tilde v_{\mathbf G}=4\pi\tilde\rho_{\mathbf G}/G^2\), with \(\tilde v_0=0\) as a choice.

## How smooth is smooth enough?

At \(N=0\) the monopole shape is a uniform ball, whose edge gives a slow tail. As \(N\to\infty\) the shape shrinks towards a point: its mean square radius, for \(l=0\), is
\[
R^2\frac{M_{1,N}}{M_{0,N}}=\frac{3R^2}{2N+5}.
\]
Both extremes are poor, so at a fixed cutoff there is a best \(N\).

To estimate it, take the amplitude of \(j_\nu(x)\) as roughly \(1/x\) for \(x\) well above \(\nu\). With \(K=N+l+2\), the \(N\)-dependent part of the coefficient at the cutoff is \((2K-1)!!/x^{N+2}\), where now \(x=G_{\max}R\). Stirling's formula gives \((2K-1)!!\simeq\sqrt2(2K/e)^K\). At fixed \(l\),
\[
\frac{d}{dN}\left[K\ln\frac{2K}{e}-(N+2)\ln x\right]=\ln\frac{2K}{x}=0 ,
\]
so
\[
N\simeq\frac{G_{\max}R}{2}-2-l .
\]
For \(l=0\) the size at the minimum is about \(\sqrt2\,e^{-G_{\max}R/2}\). The slow power law has become an approximately exponential decay, controlled by the smallest sphere. This is an estimate of a broad minimum. It also assumes that the waves kept represent the interstitial density itself.

## Restoring the sphere interior

Inside a sphere \(\tilde v\) is wrong, but on the surface it is right. The Rayleigh expansion gives the boundary values
\[
v_{lm}(R)=4\pi i^l\sum_{\mathbf G}\tilde v_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}j_l(GR)Y_{lm}(\hat{\mathbf G}).
\]
For each \(lm\) the radial equation is
\[
\frac1{r^2}\frac{d}{dr}\left(r^2\frac{dv_{lm}}{dr}\right)-\frac{l(l+1)}{r^2}v_{lm}=-4\pi\rho_{lm}.
\]
Its Green function must be regular at the origin and vanish at \(R\), which suggests \(g=C\,r_<^l(r_>^{-l-1}-r_>^l/R^{2l+1})\), where \(r_<\) and \(r_>\) are the smaller and larger of \(r,r'\). The source \(-4\pi\delta(r-r')/r'^2\) requires a slope jump of \(-4\pi/r'^2\) at \(r=r'\). The second term of \(g\) has no jump, and the first has \(-C(2l+1)/r'^2\). Hence \(C=4\pi/(2l+1)\), and
\[
v_{lm}(r)=\int_0^R\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}\left[1-\left(\frac{r_>}{R}\right)^{2l+1}\right]n_{lm}(r')r'^2dr'
+v_{lm}(R)\left(\frac rR\right)^l-\sqrt{4\pi}Z\left(\frac1r-\frac1R\right)\delta_{l0}.
\]
The last term is the nucleus; the factor \(\sqrt{4\pi}\) converts a constant function into its coefficient of \(Y_{00}\).

Continuity of the value at \(R\) is imposed, but continuity of the slope is not. At \(r=R\) the integral over \(r'>r\) vanishes, and the derivative of \(r^{-l-1}-r^l/R^{2l+1}\) is \(-(2l+1)R^{-l-2}\). The interior slope is therefore
\[
v'_{lm}(R)=-\frac{4\pi q_{lm}}{R^{l+2}}+\frac lRv_{lm}(R).
\]
The exterior slope comes from the plane waves, with \(Gj_l'(GR)\) in place of \(j_l(GR)\). The two agree only if the pseudocharge has the right multipoles, which makes the slope a useful diagnostic.

## The zero of energy

Setting \(\tilde v_0=0\) makes the cell average of \(\tilde v\) vanish, not that of \(v\). The difference is the integral of \(w\). Because \(w\) and its slope vanish at the surface, Green's identity gives
\[
6\int w\,d^3s=\int w\nabla^2s^2\,d^3s=\int s^2\nabla^2w\,d^3s=-4\pi\int s^2(\rho-\tilde\rho)\,d^3s .
\]
The nucleus drops out, since it sits at \(s=0\). Thus
\[
\langle v\rangle=-\frac{2\pi}{3\Omega}\sum_a\int_{s<R_a}s^2(\rho-\tilde\rho)\,d^3s .
\]
Subtracting this constant gives the potential with zero mean. Through \(\tilde\rho\) it depends on \(N\), so changing \(N\) with \(\tilde v_0=0\) held fixed moves all one-electron levels rigidly. The Coulomb energy does not move: a shift \(c\) changes it by \(\frac c2(N_{\rm el}-\sum_aZ_a)=0\), where \(N_{\rm el}\) is the number of electrons in the cell.

## A cell with all multipoles present

The example is a model, not a material. A cube of side 6 bohr contains sphere A (\(R=2.4\) bohr, \(Z=6\)) at the origin and sphere B (\(R=2.0\) bohr, \(Z=4\)) at \((3.0,2.7,3.3)\) bohr. The electrons are Gaussian clouds with density proportional to \(e^{-\alpha|\mathbf s-\mathbf d|^2}\):

- A: two electrons, \(\alpha=20\) bohr\(^{-2}\), centred; three electrons, \(\alpha=8\) bohr\(^{-2}\), \(\mathbf d=(0.2,0.1,-0.3)\) bohr.
- B: three electrons, \(\alpha=10\) bohr\(^{-2}\), \(\mathbf d=(-0.1,0.2,0.2)\) bohr.
- Two more electrons in a smooth density \(n_0[1+0.5\cos\mathbf G_1\!\cdot\mathbf r+0.3\sin\mathbf G_2\!\cdot\mathbf r]\), with \(n_0=2/216=0.009259\) bohr\(^{-3}\) and \(\mathbf G_1,\mathbf G_2\) equal to \(2\pi/(6\ \text{bohr})\) times \((1,0,0)\) and \((1,1,-1)\).

The ten electrons balance the nuclear charge. At the nearest sphere surface each cloud has fallen below \(e^{-28}\) of its peak, so its tail outside is negligible.

**Multipole budget.** In sphere A the net number \(\sqrt{4\pi}q_{00}\) is \(-0.331050\). The continued plane waves hold \(0.668950\), and the pseudocharge must supply the difference, \(-1.000000\). This is right: the clouds hold five electrons against six protons. The \(z\) dipole of the pseudocharge is \(-0.936352+0.036352=-0.900000\) bohr, which equals three electrons times \(-0.3\) bohr. In general a displaced spherical cloud has the multipoles of a point charge at its centre, because \(s^lY_{lm}\) is harmonic and its spherical average equals its central value.

**Between the spheres.** Take \(G_{\max}=12\) bohr\(^{-1}\). For \(l=0\) the guide gives \(28.8/2-2\simeq12\) for A and \(24/2-2=10\) for B. Harmonics are kept to \(l=10\). At \((3,0,0)\) bohr the solution with \(\tilde v_0=0\) is \(0.045167\) hartree.

The constant can be worked out by hand. The plane-wave part cancels from \(\rho-\tilde\rho\) here, because the smooth density is also present inside the spheres. A cloud has mean square radius \(d^2+3/(2\alpha)\) about the sphere centre, so the clouds contribute
\[
2(0.075)+3(0.14+0.1875)+3(0.09+0.15)=1.8525\ \text{bohr}^2 .
\]
The pseudocharges, each of number \(-1\), contribute \(-(3\times5.76/29+3\times4/25)=-1.0759\) bohr\(^2\). Therefore
\[
\langle v\rangle=-\frac{2\pi}{648}(1.8525+1.0759)=-0.02839\ \text{hartree}.
\]
The zero-mean potential at the point is \(0.045167+0.028394=0.073561\) hartree, or 2.0017 eV.

An independent Ewald sum over the same point nuclei and clouds gives \(0.073560\) hartree. Changing its splitting exponent from 0.5 to 0.8 bohr\(^{-2}\) moved it by at most \(1.1\times10^{-15}\) hartree over the sample points. Over 100 points between the spheres, the pseudocharge potential differs from this reference by at most \(1.8\times10^{-6}\) hartree, with an rms of \(6.4\times10^{-7}\). The direct Fourier solution at the same cutoff has an rms error of \(5.1\times10^{-2}\) hartree, about 80,000 times larger.

With \(N=4\) in both spheres the cell mean becomes \(-0.039801\) hartree. The raw potential therefore falls by \(0.011407\) hartree, or 0.31 eV, though no physical charge has moved. If \(\tilde v_0=0\) is kept, levels from calculations with different \(N\) must be aligned before they are compared; subtracting \(\langle v\rangle\) removes this shift.

**What the tests of the coupling show.** If the pseudocharge matches monopoles alone, the largest error between the spheres is 0.20 hartree. This is the size expected of the missing dipoles. In isolation, on its axis at the surface, the dipole of A (three electrons displaced by 0.374 bohr) gives \(1.12/2.4^2=0.19\) hartree and that of B (displaced by 0.3 bohr) gives \(0.90/2.0^2=0.23\) hartree. The worst sample point lies near B, at \(1.1R\); there the dipole of B supplies 0.14 hartree and that of A 0.04. Matching the dipoles as well lowers the largest error to 0.023 hartree.

The arbitrary continuation was tested by adding to the plane-wave series, inside A, a bump with \(q_{00}=0.3\), a dipole coefficient \(q_{10}=0.2\) bohr and a quadrupole coefficient \(q_{21}=0.1\) bohr\(^2\). The true interior charge stayed fixed. The zero-mean potential outside changed by at most \(1.2\times10^{-6}\) hartree, comparable with the cutoff error. The surface slopes agree to \(3.5\times10^{-5}\) hartree/bohr, where the largest slope coefficient is 0.689.

**At the nuclei.** The potential without the nucleus's own \(-Z/r\) follows from the \(l=0\) interior solution at \(r\to0\):
\[
\left[v+\frac Zr\right]_{r\to0}=\frac ZR+\frac{v_{00}(R)}{\sqrt{4\pi}}+\sqrt{4\pi}\int_0^R n_{00}(r)\left(\frac1r-\frac1R\right)r^2dr-\langle v\rangle .
\]
It is 17.707784 hartree (481.85 eV) at A and 8.785954 hartree (239.08 eV) at B. Both agree with the Ewald values to all printed digits. Most of the value at A comes from its own clouds. The centred one gives \(2\times2\sqrt{20/\pi}=10.09\) hartree. The displaced one gives \(3\,\mathrm{erf}(\sqrt8\,d)/d=6.94\) hartree with \(d=0.374\) bohr. The remaining 0.68 hartree comes from the smooth density and the rest of the crystal; its value refers to the zero-mean convention and shifts with the zero of energy.

## Choosing the cutoffs

With \(N\) set by the \(l=0\) guide at each cutoff, the errors between the spheres are:

| \(G_{\max}\) (bohr\(^{-1}\)) | waves | rms error (hartree) |
|---|---:|---:|
| 5 | 461 | \(5.9\times10^{-4}\) |
| 8 | 1863 | \(2.6\times10^{-5}\) |
| 12 | 6355 | \(6.4\times10^{-7}\) |

From 5 to 12 bohr\(^{-1}\) the error falls by a factor \(1.1\times10^{-3}\). The estimate \(e^{-\Delta G_{\max}R/2}\) for the smaller sphere gives \(e^{-7}=0.9\times10^{-3}\). The agreement is rougher step by step: the two steps give 0.044 and 0.025, against \(e^{-3}=0.050\) and \(e^{-4}=0.018\). At 12 bohr\(^{-1}\) nearly all the error comes from sphere B, mostly from its \(l=1\) to 3 terms rather than \(l=0\). For \(l>0\) the size at the minimum carries an extra factor \(x^l/(2l+1)!!\), which slows the decay. The potential at nucleus A changes by \(2\times10^{-6}\) hartree between the last two cutoffs.

In absolute terms, a poor exponent costs most when the cutoff is low. With equal \(N\) in both spheres and \(G_{\max}=5\) bohr\(^{-1}\), values from 2 to 4 give about \(6\times10^{-4}\) hartree, while \(N=16\) gives \(1.6\times10^{-2}\): the pseudocharge has become too compact for the waves available. At 12 bohr\(^{-1}\) the best listed value is \(N=8\), with \(6.3\times10^{-7}\), but \(N=10\) is nearly as good. This lies below the \(l=0\) guide of 12 and 10, but the guide's own error, \(6.4\times10^{-7}\), is almost the same: the minimum is broad.

The angular cutoff governs a different error. Keep the plane-wave solution fixed and truncate only the interior expansion. Over 20 random directions in each sphere, the largest error at \(r=0.95R\) is \(4.0\times10^{-2}\), \(1.2\times10^{-2}\), \(1.5\times10^{-3}\) and \(9.9\times10^{-5}\) hartree for maximum \(l=2,4,6,10\). The maxima over all directions can be nearly twice as large. Even the last is some fifty times the largest error between the spheres, so further plane waves would not cure it.

Deeper inside, a missing boundary harmonic fades as \((r/R)^l\). For \(l=11\), going from \(0.95R\) to \(0.6R\) multiplies it by \((0.6/0.95)^{11}=0.0064\), which would leave about \(6\times10^{-7}\) hartree; the largest error over the same sampled directions is \(5.8\times10^{-7}\). This closeness is not a test of the factor, because the displaced clouds' own \(l=11\) fields are also omitted and are of similar size there: three electrons at \(d=0.374\) bohr give up to about \(3d^{11}/r^{12}\simeq8\times10^{-7}\) hartree at \(r=1.44\) bohr in sphere A. At \(0.2R\) the error is \(1.1\times10^{-7}\), far above what this factor alone would leave. Most of it, about \(9\times10^{-8}\) hartree, comes from the omitted \(l>10\) harmonics of the displaced cloud in A, which lies close to this radius, so it is still an angular-cutoff error.

In this model the smooth density needs only waves below 2 bohr\(^{-1}\), so the cutoff serves the pseudocharge alone. In a real calculation the interstitial density varies faster near the spheres and may demand more waves; the table does not include that cost. Sharper cores do not raise the plane-wave cutoff at fixed multipoles, but they do need a finer radial mesh. Small spheres raise the cutoff through \(G_{\max}R\). Overlapping spheres are excluded because part of one sphere's surface would then lie inside the other, where \(\tilde v\) need not equal \(v\), and the boundary values taken there could be wrong. A charged cell needs a compensating background before the periodic equation has a solution. The full set of values is in the numerical output.

## Numbers as computed

```
cell side 6.0 bohr, volume 216 bohr^3
smooth density: 2 electrons, mean 0.009259 bohr^-3
sphere A: R 2.4 bohr, Z 6, centre [0.0, 0.0, 0.0] bohr
  cloud: 2 electrons, exponent 20 bohr^-2, shift [0.0, 0.0, 0.0] bohr
  cloud: 3 electrons, exponent 8 bohr^-2, shift [0.2, 0.1, -0.3] bohr
  net number: true -0.331050, plane wave 0.668950, pseudo -1.000000
  z dipole (bohr): true -0.936352, plane wave -0.036352, pseudo -0.900000
sphere B: R 2.0 bohr, Z 4, centre [3.0, 2.7, 3.3] bohr
  cloud: 3 electrons, exponent 10 bohr^-2, shift [-0.1, 0.2, 0.2] bohr
  net number: true -0.777221, plane wave 0.222779, pseudo -1.000000
  z dipole (bohr): true 0.621644, plane wave 0.021644, pseudo 0.600000
working cutoff 12 bohr^-1, N(A,B) [12, 10], lmax 10
Bessel integral, largest error 4.7e-16
plane-wave moments / R^l, largest error 8.7e-14
pseudo moments / R^l, largest error 1.1e-13
Ewald change with splitting 1.1e-15 hartree
point (3,0,0) bohr, between spheres:
  v with v(G=0)=0: 0.045167 hartree
  zero-mean v: 0.073561 hartree = 2.0017 eV
  Ewald v: 0.073560 hartree
cell mean, N [12, 10]: formula -0.028394, measured -0.028394 hartree
cell mean, N [4, 4]: formula -0.039801, measured -0.039801 hartree
nucleus A, v+Z/r: 17.707784 hartree = 481.8533 eV; Ewald 17.707784 hartree
nucleus B, v+Z/r: 8.785954 hartree = 239.0780 eV; Ewald 8.785954 hartree
outside, 100 points: max error 1.8e-06, rms 6.4e-07 hartree
direct Fourier, same cutoff: rms error 5.1e-02 hartree
monopoles only: max error 2.0e-01 hartree
changed continuation: max change 1.2e-06 hartree
surface slope: max mismatch 3.5e-05, largest slope 0.689 hartree/bohr
inside at r/R 0.20, lmax 10: max error 1.1e-07 hartree
inside at r/R 0.60, lmax 10: max error 5.8e-07 hartree
inside at r/R 0.95, lmax 10: max error 9.9e-05 hartree
inside at r/R 0.95, lmax 2: max error 4.0e-02 hartree
inside at r/R 0.95, lmax 4: max error 1.2e-02 hartree
inside at r/R 0.95, lmax 6: max error 1.5e-03 hartree
inside at r/R 0.95, lmax 10: max error 9.9e-05 hartree
cutoff 5 bohr^-1: 461 waves, N [4, 3], rms 5.9e-04, site A 17.707833 hartree
cutoff 8 bohr^-1: 1863 waves, N [8, 6], rms 2.6e-05, site A 17.707786 hartree
cutoff 12 bohr^-1: 6355 waves, N [12, 10], rms 6.4e-07, site A 17.707784 hartree
rms error (hartree) for equal N, cutoffs 5 and 12 bohr^-1:
  N 1: 7.8e-04, 3.7e-05
  N 2: 6.0e-04, 1.1e-05
  N 3: 5.9e-04, 4.7e-06
  N 4: 6.0e-04, 2.2e-06
  N 6: 2.1e-03, 9.3e-07
  N 8: 4.6e-03, 6.3e-07
  N 10: 7.4e-03, 6.6e-07
  N 12: 1.0e-02, 1.0e-06
  N 14: 1.3e-02, 1.9e-06
  N 16: 1.6e-02, 6.8e-06
best listed N: 3 at cutoff 5, 8 at cutoff 12
```
